# Growth Rate and Reactive Area in a Well-Stirred Deposition Reactor, part 2

A film grows from a dilute precursor, which a first-order surface reaction depletes from the gas. The first half derived the growth rate $R$ for a well-stirred reactor. The question now is how far this loading law holds.

The reactive area is $A$, the surface reaction velocity is $k$, and $Q$ is the volumetric flow at reactor temperature $T$ and pressure $p$. The precursor density is $c$ in the gas and $c_{\rm in}$ in the feed; $k_B$ is the Boltzmann constant. The law is

$$
R=\frac{R_0}{1+\mathrm{Da}},\qquad
\mathrm{Da}=\frac{kA}{Q},\qquad
R_0=\frac{kc_{\rm in}}{n_f},
$$

with $n_f$ precursor molecules consumed per unit film volume. For areas $A_1<A_2$ with growth-rate ratio $r=R(A_1)/R(A_2)$, $k=Q(r-1)/(A_2-rA_1)$.

To test the mixing assumption, consider a channel of length $L$, height $H$ and width $W$, with uniform gas speed $u=Q/(WH)$ along $x$ and precursor diffusivity $D$. The floor, $z=0$, is reactive, with $A=WL$; the other walls are inert. The transport equation is

$$
u\frac{\partial c}{\partial x}
=D\left(\frac{\partial^2c}{\partial x^2}
+\frac{\partial^2c}{\partial z^2}\right),
$$

with $uc_{\rm in}=uc-D\,\partial c/\partial x$ at the inlet, $x=0$, $D\,\partial c/\partial z=kc$ at the floor, and zero normal derivative at the outlet, $x=L$, and the ceiling, $z=H$.

For strong diffusion $c=c_0+c_1+\dots$, where $c_0$ is constant and $c_1$ is proportional to $1/D$. Then $\nabla^2c_1=0$, with

$$
-D\frac{\partial c_1}{\partial x}\bigg|_{x=0}=u(c_{\rm in}-c_0),
\qquad
D\frac{\partial c_1}{\partial z}\bigg|_{z=0}=kc_0,
$$

and zero normal derivative at the outlet and the ceiling. The overall balance is

$$
u(c_{\rm in}-c_0)H=kc_0L ,
$$

which gives $c_0=c_{\rm in}/(1+\mathrm{Da})$, the loading law.

The example is a cubic chamber of side 0.20 m at 900 K and 100 Pa, with precursor mole fraction 0.01 in the feed, $k=0.01929$ m/s and $Q=1.113\times10^{-3}\ \mathrm{m^3/s}$. The substrate covers the floor. Fully open, it has $A=0.040\ \mathrm{m^2}$ and $\mathrm{Da}=0.693$; an inert striped mask reduces both in proportion to the open fraction.

### 10. The first correction for imperfect mixing

The balance just found turns the inlet condition into $-D\,\partial c_1/\partial x=kc_0L/H$ at $x=0$. All conditions on $c_1$ are met by

$$
c_1=a+\frac{kc_0}{D}
\left[\frac{(L-x)^2}{2H}-\frac{(H-z)^2}{2H}\right],
$$

where $a$ is a constant still to be found. The derivatives are

$$
\frac{\partial c_1}{\partial x}=-\frac{kc_0}{D}\frac{L-x}{H},
\qquad
\frac{\partial c_1}{\partial z}=\frac{kc_0}{D}\frac{H-z}{H}.
$$

The first has the required value at $x=0$ and vanishes at $x=L$. The second equals $kc_0/D$ at $z=0$ and vanishes at $z=H$. The two second derivatives are $+kc_0/(DH)$ and $-kc_0/(DH)$, and their sum is zero.

The constant follows from the overall balance. Let $\bar c_{\rm out}$ be the average over the outlet height and $\bar c_{\rm fl}$ the average over the floor. Integrating the full transport equation over the channel gives

$$
Q(c_{\rm in}-\bar c_{\rm out})=kA\,\bar c_{\rm fl},
\qquad\text{or}\qquad
c_{\rm in}=\bar c_{\rm out}+\mathrm{Da}\,\bar c_{\rm fl}.
$$

The leading terms already satisfy this, because $c_{\rm in}=(1+\mathrm{Da})c_0$. The first-order parts must therefore cancel:

$$
\bar c_{1,\rm out}+\mathrm{Da}\,\bar c_{1,\rm fl}=0 .
$$

The average of $(H-z)^2/(2H)$ over the height is $H/6$, and the average of $(L-x)^2/(2H)$ over the length is $L^2/(6H)$. At the outlet the first term in the bracket is zero. At the floor the second is $H/2$. Hence

$$
\bar c_{1,\rm out}=a-\frac{kc_0}{D}\frac H6,
\qquad
\bar c_{1,\rm fl}=a+\frac{kc_0}{D}
\left(\frac{L^2}{6H}-\frac H2\right).
$$

Subtracting the second from the first removes $a$:

$$
\bar c_{1,\rm out}-\bar c_{1,\rm fl}
=\frac{kc_0}{D}\left(\frac H3-\frac{L^2}{6H}\right).
$$

Inserting $\bar c_{1,\rm out}=-\mathrm{Da}\,\bar c_{1,\rm fl}$ makes the left side $-(1+\mathrm{Da})\bar c_{1,\rm fl}$. The mean growth rate is proportional to $\bar c_{\rm fl}$, so its deviation relative to the loading law is

$$
\delta=\frac{\bar c_{1,\rm fl}}{c_0}
=-\frac{k}{D(1+\mathrm{Da})}
\left(\frac H3-\frac{L^2}{6H}\right).
$$

Two effects compete. Precursor must diffuse down to the floor, which lowers the concentration there and gives the term in $H/3$. The gas is richer near the inlet than at the outlet, which raises the floor average above the outlet value and gives the term in $L^2/(6H)$. In a high, short channel the first effect dominates, and the law overestimates growth. In a long, low channel the second dominates, and the law underestimates it. At $L^2=2H^2$ they cancel in the mean rate to this order.

The film is still not uniform in that case. The difference in growth between the front and back edges, relative to the rate from the law, is

$$
\frac{c_1(0,0)-c_1(L,0)}{c_0}=\frac{kL^2}{2HD}.
$$

A correct mean rate is therefore no proof of good mixing. The expansion requires $kH/D$, $kL^2/(HD)$, $uL/D$ and $uH^2/(LD)$ to be small. The last two compare the times for diffusion along the length and over the height with the time $L/u$ that the gas spends in the channel.

### 11. Comparison with a resolved solution

In the example $L=H=0.20$ m, and the diffusivity is chosen as $D=0.1\ \mathrm{m^2/s}$. Both $kH/D$ and $kL^2/(HD)$ equal $0.01929\times0.20/0.1=0.039$. The speed is $u=1.113\times10^{-3}/0.040=0.028$ m/s, so $uL/D$ and $uH^2/(LD)$ both equal 0.056. All four are small. For a cube the bracket is $H/3-H/6=H/6$, and

$$
\delta=-\frac{0.039}{6\times1.693}=-0.0038 .
$$

The transport equation was also solved numerically on a grid, without an expansion in $1/D$. For the open substrate the mean growth rate lies 0.38 per cent below the law, in agreement with the formula. With one tenth and one half of the area open, the resolved rates are 1.740 and 1.379 nm/min, compared with 1.742 and 1.383 nm/min from the law. These masks have six stripes with a period of 33 mm. The formula for $\delta$ was derived for a fully reactive floor. It carries over, with $k$ replaced by the open fraction times $k$, only to stripes much finer than the channel height, where it gives $-0.06$ and $-0.24$ per cent. Wider stripes add a local depletion above each opening.

The predicted difference between front and back is $0.039/2$, or 1.9 per cent. The printed values are 1.93 per cent from the formula and 1.86 per cent from the grid. Part of the gap arises because the grid values belong to the centres of the first and last of sixty cells, not to the edges. On the parabola $(L-x)^2$ this reduces the difference by the factor

$$
\left(\frac{119}{120}\right)^2-\left(\frac{1}{120}\right)^2=0.983,
$$

which brings 1.93 down to 1.90 per cent. The remainder comes from the neglected higher terms in $1/D$. At one hundred times the diffusivity, the difference between the cell centres, multiplied by one hundred, is 1.90 per cent.

The tests of the law itself used a diffusivity one thousand times larger. The growth rate, the fraction of precursor used and the time constant then agreed with the formulas of the first half within 0.1 per cent, as did the growth rate with a reactive ceiling. The formulas for $\delta$ and for the front-to-back difference were tested at one hundred times the example's diffusivity. They held within five per cent of the corrections themselves, both for the cube and for a channel twice as long and half as high, where $\delta$ has the opposite sign.

### 12. What imperfect mixing does to an inferred velocity

The resolved growth rates can be treated as measurements, from which $k$ is to be recovered. The ratio between one tenth open and fully open is $r=1.5874$. With $A_1=0.004\ \mathrm{m^2}$ and $A_2=0.040\ \mathrm{m^2}$,

$$
k=\frac{1.1129\times10^{-3}\times0.5874}
{0.040-1.5874\times0.004}\ \mathrm{m/s}
=0.01943\ \mathrm{m/s}.
$$

This is 0.7 per cent above the value put in, although the law gives $r=1.69342/1.06934=1.5836$, from which the resolved ratio differs by 0.24 per cent. The inference enlarges the error. Differentiating $\ln k=\ln Q+\ln(r-1)-\ln(A_2-rA_1)$ gives

$$
\frac{d\ln k}{d\ln r}
=\frac{r}{r-1}+\frac{rA_1}{A_2-rA_1}
=\frac{r(A_2-A_1)}{(r-1)(A_2-rA_1)} .
$$

The last form follows from the common denominator, whose numerator is $r[(A_2-rA_1)+(r-1)A_1]=r(A_2-A_1)$. The numbers give

$$
\frac{1.5874\times0.036}{0.5874\times0.03365}=2.9,
$$

and $2.9\times0.24$ per cent is the 0.7 per cent observed. The open stripes of the one-tenth mask are only one grid cell, 3.3 mm, wide, so this error is not converged. Fully resolved, the same six stripes give $r=1.5880$ and an error of 0.8 per cent. Very fine stripes give $r=1.5887$ and 0.9 per cent.

The factor grows without limit as $r$ approaches one, where both areas give weak loading and depletion is hardly visible. It also grows without limit as $r$ approaches $A_2/A_1$, where both areas give strong loading and the growth rates hardly depend on $k$. Two areas that both lie in the same limit are therefore a poor basis for finding $k$.

### 13. No mixing along the flow

The opposite limit keeps the gas mixed over the height but removes mixing along the flow. This is plug flow. It requires $uL/D$ to be large and $uH^2/(LD)$ to be small, which is possible only in a long, low channel. In a cube the two numbers are equal. In a slice of length $dx$ the floor has area $W\,dx$, and the flow loses what this area consumes:

$$
Q\,dc=-kWc\,dx .
$$

With $kW/Q=\mathrm{Da}/L$ this becomes $dc/dx=-\mathrm{Da}\,c/L$. The feed enters at $c(0)=c_{\rm in}$, so $c=c_{\rm in}e^{-\mathrm{Da}\,x/L}$. Averaging over the length gives the mean growth rate

$$
\bar R=R_0\,\frac1L\int_0^Le^{-\mathrm{Da}\,x/L}\,dx
=R_0\,\frac{1-e^{-\mathrm{Da}}}{\mathrm{Da}} .
$$

For every positive Da this exceeds the stirred value. The inequality $(1-e^{-\mathrm{Da}})/\mathrm{Da}>1/(1+\mathrm{Da})$ becomes, after multiplication by both denominators, $(1+\mathrm{Da})(1-e^{-\mathrm{Da}})>\mathrm{Da}$. Subtracting Da from both sides leaves $1>(1+\mathrm{Da})e^{-\mathrm{Da}}$, which is the known inequality $e^{\mathrm{Da}}>1+\mathrm{Da}$. In the stirred reactor, fresh gas is at once diluted with depleted gas. In plug flow, the front of the substrate still sees the full feed concentration.

In a low channel with the same $\mathrm{Da}=0.693$ as the open substrate, the plug-flow mean is $0.721R_0$, whereas stirring gives $0.591R_0$. The mean is 22 per cent higher, but the film thins along the flow: the rate at the back edge is $e^{-0.693}=0.50$ of that at the front. For small Da the two means are $R_0(1-\mathrm{Da}/2)$ and $R_0(1-\mathrm{Da})$ to first order, so the initial effect of loading is half as strong in plug flow. For large Da both approach $R_0/\mathrm{Da}$, because almost all the precursor is used in either case.

### 14. Gas produced by the reaction

The balance of the first half used the same volumetric flow at inlet and outlet. Suppose instead that each precursor molecule that reacts releases $\nu$ gas molecules. The number of gas molecules then changes by $\nu-1$ per reaction. At fixed temperature and pressure the total gas density $n_g=p/(k_BT)$ is fixed, so the outflow $Q_{\rm out}$ must satisfy

$$
Q_{\rm out}n_g=Qn_g+(\nu-1)kAc .
$$

Let $x=c/n_g$ now denote the precursor mole fraction in the chamber, and $x_{\rm in}$ that in the feed. Division by $Qn_g$ gives $Q_{\rm out}/Q=1+(\nu-1)\mathrm{Da}\,x$. The precursor balance $Qc_{\rm in}=Q_{\rm out}c+kAc$, divided by the same quantity, becomes

$$
x_{\rm in}=(1+\mathrm{Da})x+(\nu-1)\mathrm{Da}\,x^2 .
$$

The quadratic term is small for a dilute feed. Put $x=x_0(1+\epsilon)$ with $x_0=x_{\rm in}/(1+\mathrm{Da})$. To first order in $x_{\rm in}$, $(1+\mathrm{Da})x_0\epsilon+(\nu-1)\mathrm{Da}\,x_0^2=0$, and therefore

$$
\epsilon=-\frac{(\nu-1)\,\mathrm{Da}\,x_{\rm in}}{(1+\mathrm{Da})^2}.
$$

This is the change of the growth rate relative to the loading law. For $\nu>1$ it is negative, because the additional gas carries unreacted precursor out of the chamber. The factor $\mathrm{Da}/(1+\mathrm{Da})^2$ has its maximum of $1/4$ at $\mathrm{Da}=1$. For $\nu=2$ and $x_{\rm in}=0.01$, the example gives $-0.693\times0.01/1.693^2$, or $-0.24$ per cent. Numerical solution of the two balances gives the same value to this precision.

### 15. A surface that saturates

If adsorbed precursor fills the reactive sites, the flux no longer grows in proportion to $c$. A simple form is

$$
g(c)=\frac{kc}{1+c/c_{\rm sat}},
$$

where $k$ is now the velocity at low concentration. The steady balance is $Q(c_{\rm in}-c)=Ag(c)$. Since $g(c)\le kc$, it follows that $Q(c_{\rm in}-c)\le kAc$, and hence $c\ge c_{\rm in}/(1+\mathrm{Da})$. The growth rate relative to its unloaded value is

$$
\frac{g(c)}{g(c_{\rm in})}
=\frac{c}{c_{\rm in}}\,
\frac{1+c_{\rm in}/c_{\rm sat}}{1+c/c_{\rm sat}}
\ge\frac{c}{c_{\rm in}}
\ge\frac{1}{1+\mathrm{Da}} .
$$

The first inequality holds because $c\le c_{\rm in}$. Saturation weakens loading in two ways: the surface consumes less precursor, and its rate responds less to the depletion that remains.

For $c_{\rm sat}=c_{\rm in}$ put $y=c/c_{\rm in}$. The balance $1-y=\mathrm{Da}\,y/(1+y)$, multiplied by $1+y$, becomes $y^2+\mathrm{Da}\,y-1=0$. Its positive root for $\mathrm{Da}=0.693$ is $y=0.712$, and the growth ratio is $2y/(1+y)=0.83$. The first-order law with the same $k$ would give 0.59, but it describes a surface whose unloaded rate is twice as high. A first-order surface with the same unloaded rate has the velocity $k/2$ and gives $1/(1+0.347)=0.74$. Even in this comparison saturation raises the growth ratio by 12 per cent. Diffusion at $D=0.1\ \mathrm{m^2/s}$ and gas production with $\nu=2$ each change the mean rate by less than half a per cent in the example. Imperfect mixing is not always so harmless, and its sign depends on the shape of the chamber. In a long, low channel at the same Da, plug flow puts the mean rate 22 per cent above the stirred value. In the cube, slower diffusion lowers the mean rate instead, from $0.59R_0$ to $0.41R_0$ at $D=10^{-3}\ \mathrm{m^2/s}$.

## Computed results

```
chamber side: 0.20 m; substrate area: 0.040 m^2
temperature: 900 K; pressure: 100 Pa
total flow: 20 sccm; precursor fraction: 0.01
precursor mass: 32 u; reaction probability: 1.0e-04
diffusivity: 0.10 m^2/s; film density: 5.0e+28 m^-3
mean molecular speed: 771.7 m/s
surface reaction velocity k: 0.01929 m/s
standard volumetric flow: 3.3333e-07 m^3/s
reactor volumetric flow Q: 1.1129e-03 m^3/s
ratio of reactor to standard flow: 3339
k A for the open substrate: 7.7167e-04 m^3/s
Da, open substrate: 0.6934
Da if standard flow were used: 2315
inlet precursor density: 8.0477e+19 m^-3
unloaded growth rate R0: 1.8631 nm/min
open fraction 0.1: Da 0.0693, R/R0 0.9352, precursor used 0.0648
  growth rate, law: 1.7423 nm/min; resolved: 1.7398 nm/min
open fraction 0.5: Da 0.3467, R/R0 0.7426, precursor used 0.2574
  growth rate, law: 1.3834 nm/min; resolved: 1.3794 nm/min
open fraction 1.0: Da 0.6934, R/R0 0.5905, precursor used 0.4095
  growth rate, law: 1.1002 nm/min; resolved: 1.0960 nm/min
resolved growth ratio, 0.1 open to fully open: 1.5874
k recovered from that ratio: 0.01943 m/s
time constant, open substrate: 4.245 s
error of mixing, formula: -0.380 %
error of mixing, resolved: -0.383 %
front-to-back difference, formula: 1.93 %
front-to-back difference, resolved: 1.86 %
plug-flow mean R/R0, open substrate: 0.7213
R/R0 with ceiling sink of velocity k/2: 0.4902
shift of R by gas volume change, full balance: -0.241 %
shift of R by gas volume change, formula: -0.242 %
loaded/unloaded rate, saturating kinetics with c_sat = c_in: 0.8316
```
